The oxide field beneath a ferroelectric gate: size, scaling and consequences

**Question.** A transistor gate contains a ferroelectric film on a thin layer of silicon dioxide, with silicon below. The film has a remanent polarization of 20 µC/cm². How large a field must the oxide carry to balance this polarization, how does that field scale with the properties of the stack, and can the oxide sustain it?

**Answer.** The field follows from Gauss's law at the interface between the ferroelectric and the oxide. Take all layers as flat and uniform, and count fields and polarization as positive when they point from the gate towards the silicon. Let P be the polarization that remains at zero field, and describe the rest of the ferroelectric's response by a constant background permittivity ε_f. The displacements in the two layers are

D_f = P + ε_f E_f

D_ox = ε_ox E_ox

Here ε_f and ε_ox are absolute permittivities. If free charge s per unit area is trapped at the interface, the displacement jumps by s across it, D_ox − D_f = s. Therefore

ε_ox E_ox = P + s + ε_f E_f  (1)

A positive P ends on the interface as positive bound charge, which drives a field down through the oxide. Trapped electrons make s negative and weaken that field. Deep in the silicon the field vanishes, so the silicon must hold the charge −ε_ox E_ox per unit area, however that charge is distributed in depth.

**The size of the field**

Suppose first that there is no trapped charge and no field in the ferroelectric. Equation (1) becomes

E_ox = P/ε_ox  (2)

The relative permittivity of the oxide is 3.9. In the units used here ε_ox = 0.345 µC/cm² per MV/cm, so

E_ox = 20/0.345 ≈ 58 MV/cm

or 0.0113 atomic units of field. A rough limit for an intact oxide is 10 MV/cm, and the required field is 5.8 times as large. Read the other way, an oxide at 10 MV/cm balances 0.345 × 10 = 3.45 µC/cm², about one sixth of the polarization.

The field in (2) is proportional to P and inversely proportional to the oxide permittivity. It does not depend on either thickness. Thinning the oxide lowers the voltage across it, which is 5.8 V for 1 nm, but leaves the field unchanged. To bring the field down to 10 MV/cm at the same polarization, the layer would need a relative permittivity of 22.6. This is not a cure by itself, because 10 MV/cm is the limit assumed for silicon dioxide and breakdown fields tend to fall as the permittivity rises. If the limit scales as the inverse square root of the permittivity, such a layer tolerates about 4 MV/cm and balances about 8 µC/cm².

The silicon would have to supply 1.25 × 10¹⁴ electrons per cm², or 1.25 per nm². To see what this means, put them all in one subband with two valleys, two spin states and an in-plane mass of 0.19 electron masses. The filled disc of radius k_F in wave-vector space gives

n = 4 × πk_F²/(2π)² = k_F²/π

E_F = ħ²k_F²/(2m) = πħ²n/(2m) ≈ 0.79 eV

This is 30 times the thermal energy at 300 K, so the electrons would be strongly degenerate. This energy is measured from the bottom of the subband. Higher subbands would fill as well, which makes 0.79 eV a rough upper scale for that quantity. The confinement energy comes on top of it: in a parabolic effective-mass picture the lowest subband itself lies about 1.1 eV above the band edge at the interface at this density if the oxide is a hard wall, and about 0.8–0.9 eV with penetration into the oxide and exchange. Degeneracy adds to the gate voltage, but it does not relax (2), which depends on the total charge alone.

**Can a field in the ferroelectric help?**

The figure of 58 MV/cm belongs to E_f = 0. A negative E_f, opposed to the polarization, reduces the load on the oxide. Its size is tied to the voltage V across the two insulators, which excludes band bending in the silicon and the work-function difference:

V = E_f t_f + E_ox t_ox  (3)

Solving for the ferroelectric field gives E_f = (V − E_ox t_ox)/t_f. Inserting this in (1),

ε_ox E_ox = P + s + ε_f V/t_f − ε_f E_ox t_ox/t_f

and collecting the terms in E_ox,

E_ox = (P + s + ε_f V/t_f)/(ε_ox + ε_f t_ox/t_f)  (4)

Take a ferroelectric of thickness 8 nm and relative permittivity 30, so that ε_f = 2.66 µC/cm² per MV/cm, on 1 nm of oxide. With V = 0 and s = 0,

E_ox = 20/(0.345 + 2.66/8) ≈ 29.5 MV/cm

E_f = −E_ox t_ox/t_f = −29.5/8 ≈ −3.7 MV/cm

The oxide field has halved but is still three times the limit. The ferroelectric now feels a depolarizing field of 3.7 MV/cm, well above the coercive field E_c = 1 MV/cm assumed here, so the uniform state is unstable and part of the film would switch back.

Changing the thickness ratio moves the burden from one layer to the other. When t_ox/t_f is very small, the oxide field returns to P/ε_ox = 58 MV/cm and the depolarizing field vanishes. When t_ox/t_f is very large, the oxide field vanishes and the depolarizing field tends to P/ε_f = 20/2.66 ≈ 7.5 MV/cm.

No ratio and no applied voltage satisfies both layers. To see this, let the oxide tolerate at most E_b, and let an up-polarized region be stable only if E_f ≥ −E_c. Equation (1) then gives

P + s = ε_ox E_ox − ε_f E_f ≤ ε_ox E_b + ε_f E_c  (5)

With E_b = 10 MV/cm the right side is 3.45 + 2.66 = 6.1 µC/cm². A full polarization of 20 µC/cm² with s = 0 violates this by more than a factor of three. Within this one-dimensional model, an intact oxide therefore requires compensating interface charge, a smaller net polarization, or both.

**How much can switch without trapped charge?**

Let the film consist of many small units, each with polarization +P_s or −P_s, where P_s = 20 µC/cm². Let P now be their average, and let every unit feel the same average field. This is a mean-field model, and it presumes that up and down units are finely mixed. A down unit flips up when E_f reaches +E_c.

Each upward flip raises P. At fixed V, equation (4) shows that E_ox rises, and (3) then shows that E_f falls. Switching thus removes the field that drives it. As the voltage is slowly raised, E_f stays at E_c while units flip one after another, apart from the small step caused by each flip. Setting s = 0 and E_f = E_c in (1) gives

P = ε_ox E_ox − ε_f E_c  (6)

At the oxide limit this is

P = 3.45 − 2.66 ≈ 0.80 µC/cm²

If a fraction f of the units points up, the average is P = P_s f − P_s(1 − f) = P_s(2f − 1), hence

f = (1 + P/P_s)/2 = 52%

The average oxide field reaches the limit when about half of the units point up. Writing down is capped in the same way at −0.80 µC/cm², so with an intact oxide and no traps repeated writing moves P only between about ±0.80 µC/cm², which toggles 4% of the units. A fully down film cannot be written under these conditions. By (3) the voltage across the insulators is then 0.1 × (1 × 8 + 10 × 1) = 1.8 V, where the factor 0.1 converts MV/cm times nm into volts. A simulation of many equal units, started fully down, relaxed at V = 0 and then ramped until the oxide reached 10 MV/cm, also gave 0.80 µC/cm².

Equation (6) also shows what completing the switching would cost. With P = P_s it requires

E_ox = (P_s + ε_f E_c)/ε_ox = (20 + 2.66)/0.345 ≈ 66 MV/cm

which exceeds 58 MV/cm because the write field adds to the displacement. The voltage across the insulators would be 0.8 + 6.6 = 7.4 V.

Real films do not have one sharp coercive field. With a normal distribution of standard deviation 0.3 MV/cm about the same mean, the simulation gave 0.76 µC/cm². The change is small for this fully down start, because the limit is reached near half switching, where the next unit to flip has a coercive field close to the mean. Other histories differ, since the units of low coercive field flip first. An unpoled film with the same spread reaches about 1.9 µC/cm², and writing it back and forth between ±10 MV/cm toggles about 9% of the units, against 4% for equal units. A broad distribution cannot remove the conflict: without traps, and as long as E_f ≥ 0, equation (1) keeps P at or below ε_ox E_b = 3.45 µC/cm².

There is a separate limit on what survives at V = 0. Equation (3) then gives E_ox = −E_f t_f/t_ox, and (1) with s = 0 becomes

P = −E_f (ε_f + ε_ox t_f/t_ox)

For equal units the most negative stable field is −E_c, so the largest retained polarization is

P_ret = E_c (ε_f + ε_ox t_f/t_ox) = 2.66 + 0.345 × 8 ≈ 5.4 µC/cm²  (7)

It grows in proportion to the coercive field, and it grows as the oxide is thinned. At this point the oxide field is E_c t_f/t_ox = 8 MV/cm, so here depolarization limits retention before the oxide does. The write limit is tighter than both: by (6), writing 5.4 µC/cm² without traps takes (5.4 + 2.66)/0.345 ≈ 23 MV/cm in the oxide. The order reverses once the oxide is thinner than t_f E_c/E_b = 0.8 nm. The oxide limit E_ox = E_b then fixes E_f = −E_b t_ox/t_f, and (1) caps the retained polarization at E_b (ε_ox + ε_f t_ox/t_f). This cap falls from 6.1 µC/cm² at 0.8 nm towards 3.45 µC/cm² as the oxide is thinned further. Note that V = 0 is not the same as a grounded gate, because the silicon needs band bending to supply the balancing charge. For a grounded midgap gate on p-type silicon doped at 10¹⁷ cm⁻³, with a classical surface charge, V is about −0.6 V in the up state and +0.6 V in the down state, and the retained polarization of the 1 nm stack drops to about ±3.4 µC/cm². Quantum confinement of the inversion layer lowers the up-state value by a further 0.2 µC/cm².

**How much trapped charge would allow full switching?**

Put P = P_s, E_f = E_c and E_ox = E_b in (1) and solve for s:

s = ε_ox E_b − P_s − ε_f E_c = 3.45 − 20 − 2.66 ≈ −19.2 µC/cm²

The negative sign means electrons, 1.2 × 10¹⁴ per cm² or 1.2 per nm². Nearly the whole polarization must be compensated at the interface while the write field is present.

Holding the full polarization at V = 0 is less demanding. In (7) the sum P + s takes the place of P, so the trapped charge must have at least the magnitude

|s| = P_s − P_ret = 20 − 5.4 ≈ 14.6 µC/cm²

or 9.1 × 10¹³ electrons per cm². For the grounded midgap gate described above the figure rises to about 16.6 µC/cm², or 16.8 µC/cm² with quantum confinement in the silicon. In the simulation with equal units, a fully up film kept its polarization when the trapped charge was 0.1 µC/cm² above this magnitude, and lost part of it when the charge was 0.1 µC/cm² below. These figures belong to equal units. A spread of coercive fields matters more here than at half switching, because the tails of the distribution decide. With a standard deviation of 0.3 MV/cm, writing 99% of the units needs about 20.7 µC/cm², holding 99% at V = 0 needs about 18.0 µC/cm², and the polarization retained without traps falls from 5.4 to 4.9 µC/cm².

This compensation has a price. The silicon responds to ε_ox E_ox, and at V = 0 equation (4) makes that proportional to P + s. With s = −19.2 µC/cm² still in place, the sum is 0.80 µC/cm², the oxide field is 0.80/0.677 ≈ 1.2 MV/cm, and the silicon holds about 0.4 µC/cm². For the grounded midgap gate it holds only about 0.14 µC/cm², less than the 0.17 µC/cm² of depletion charge at threshold, so the fully up state does not invert the channel. The trapped electrons stabilize the polarization and hide most of it from the channel, provided that they stay. A level filled at the energy of the silicon band edge while the oxide drops 1 V lies 0.9 eV above that edge at V = 0 with the full charge in place, and the tunnelling estimate of the next section gives an escape time of a few nanoseconds. As electrons leave, the oxide field rises and the level sinks. It meets the Fermi level of the inversion layer near 7 MV/cm, where about 15 µC/cm² remains, just above the 14.6 µC/cm² needed at V = 0. This narrow margin is not general. For the grounded midgap gate, (3) gives only about 2 MV/cm in the oxide at the retention limit, so the level still lies about 0.8 eV above the edge and keeps emptying. A level filled at the Fermi level during writing stays above the Fermi level at any lower oxide field. In these cases holding the charge needs traps that lie deeper or relax after capture, which this model does not describe.

**Can tunnelling deliver the charge in time?**

Electrons can reach the interface from the silicon through the oxide. Take a barrier of height B = 3.1 eV, tilted by the oxide field F, and a tunnelling mass m of 0.42 electron masses. At distance x into the oxide the decay constant is √(2m(B − eFx))/ħ. The semiclassical transmission is exp(−G), where G is twice the integral of this constant over the forbidden region. Since

∫ √(B − eFx) dx = −(2/(3eF)) (B − eFx)^(3/2)

the result is

G = [4√(2m)/(3ħeF)] × [B^(3/2) − (B − eFt_ox)^(3/2)]

If eFt_ox exceeds B, the electron leaves the barrier before the far side, and the last term is zero. At 10 MV/cm the drop across 1 nm is 1 eV, and G = 10.7, so the transmission is 2.3 × 10⁻⁵.

Assume that each electron balancing the oxide field strikes the barrier 10¹³ times per second. The current density is then

J = 3.45 × 10⁻⁶ C/cm² × 10¹³ s⁻¹ × 2.3 × 10⁻⁵ ≈ 800 A/cm²

and the time needed to supply 19.2 µC/cm² is about 24 ns. This is an order-of-magnitude estimate, and it assumes that every electron is captured. For a write pulse of 1 µs, a capture probability of about 2.4% would still suffice. This counts from s = 0. A film held fully down carries at least +14.6 µC/cm² at the interface, so writing it fully up moves about 34 µC/cm², which takes about 43 ns at the same current. Within this estimate the electron supply for writing up is not the bottleneck for this thin oxide, provided that enough trap sites exist, which the estimate does not show. Writing down is not covered. If holes had to carry the 34 µC/cm², over a barrier of 4.5 to 4.7 eV with a mass of 0.32 to 0.58, the same estimate would give 0.1 to 9 µs, comparable with the pulse. The factor exp(−G) also presumes states to enter on the far side. After a drop of 1 eV the electron still lies below the conduction band of hafnium oxide, about 1.5 eV above that of silicon, so it tunnels into localized traps, and their density and cross-section are hidden in the capture probability. The margin is thin: 0.5 eV counted from the silicon band edge, but about 0.16 eV from the lowest subband and 0.06 eV from the Fermi level if the oxide is a hard wall. Penetration of the wave function into the oxide and exchange raise these margins to about 0.18–0.23 eV and 0.11–0.15 eV. At 10 MV/cm and 1.5 nm or more the electron arrives at or above that band, so the times given below for thicker oxides are times of arrival, not of capture.

The conclusion depends strongly on thickness. At 10 MV/cm and 1.5 nm, G = 15.2 and the same estimate gives about 2 µs, ninety times longer. The comparison with the pulse is not settled at this thickness. An oxide mass of 0.30 instead of 0.42 gives 0.2 µs. Including the confinement of the electrons in the silicon, which lifts the lowest subband by about 0.34 eV for a hard wall (0.27–0.32 eV with penetration into the oxide and exchange) and raises the attempt rate to about 5 × 10¹³ s⁻¹, gives roughly 2 ns at 1 nm, 0.13 µs at 1.5 nm and 3 µs at 2 nm. Across these variants (either mass, with or without confinement, 19.2 or 34 µC/cm²) the supply time passes 1 µs between about 1.3 and 2.4 nm. At the same field, once the oxide is thicker than 3.1 nm, the last term in G vanishes and G varies as 1/F. At 58 MV/cm, where this already holds for 1 nm, G = 4.17. At 10 MV/cm it is therefore 4.17 × 5.79 ≈ 24. With the same attempt rate, the supply time grows by exp(24.1 − 10.7), to roughly 0.02 s. This figure is very sensitive to the inputs: the variants above range from about 3 µs (mass 0.30 with confinement) to about 0.03 s, and the standard Fowler–Nordheim formula with B = 3.1 eV and mass 0.42 gives about 5 ms. In every variant the supply takes longer than a microsecond pulse, by a factor between about 3 and a few times 10⁴.

**Does partial switching protect the oxide locally?**

The average field can be small while the field beneath each domain is large. Consider equal up and down stripes of width w at V = 0, without traps, with vertical walls and conducting planes at the gate and the silicon surface. The bound charge at the interface is a square wave. Measured from the centre of an up stripe, it is

σ(x) = Σ (4P_s/(πn)) sin(nπ/2) cos(kx), with n = 1, 3, 5, … and k = nπ/w

In each layer the potential obeys Laplace's equation and vanishes at the outer plane. A component with amplitude Φ_n at the interface therefore varies in the oxide as sinh(k(t_ox − z))/sinh(kt_ox), where z is the distance from the interface, and likewise in the ferroelectric. The fields leaving the interface are Φ_n k coth(kt_ox) downwards and Φ_n k coth(kt_f) upwards. Gauss's law sets the sum of the two displacements equal to the charge, so at the stripe centre

Φ = Σ (4P_s/(πn)) sin(nπ/2) / {k[ε_f coth(kt_f) + ε_ox coth(kt_ox)]}  (8)

The mean fields along the vertical line through the centre have magnitudes Φ/t_ox in the oxide and Φ/t_f in the ferroelectric. A two-dimensional numerical solution of Poisson's equation for this stack agreed with the sum to within 1% of the potential next to the stripe centre, for widths of 4 and 10 nm.

For wide stripes coth(y) approaches 1/y, the denominator becomes ε_f/t_f + ε_ox/t_ox, and Φ/t_ox returns to the uniform value of 29.5 MV/cm. For narrow stripes coth(y) approaches 1, and Φ becomes proportional to w. The mean oxide field is 4.9 MV/cm for a width of 2 nm, 11 MV/cm for 5 nm and 19 MV/cm for 10 nm. The mean depolarizing field equals E_c at a width of 3.4 nm, where the mean oxide field is 8 MV/cm. These oxide fields assume that the silicon screens like a metal. For narrow stripes it need not: treated as a carrier-free dielectric of relative permittivity 11.7, its surface potential stays below 0.4 V up to a width of 5 nm, and the mean oxide field is 6.3 MV/cm at 3.4 nm and 7.9 MV/cm at 5 nm, while the depolarizing field hardly changes.

In this model of vertical stripes, partial switching thus relieves the oxide locally only when the domains are a few nanometres wide (below 4.4 nm for a mean field of 10 MV/cm with metallic screening and 1 nm of oxide; this width grows roughly in proportion to the oxide thickness up to about 3 nm, to 8.8 nm for 2 nm of oxide, and faster beyond; above about 5 nm of oxide even the uniform film stays below 10 MV/cm, though its depolarizing field far exceeds E_c), or when the polarization inside each domain is itself reduced. Even this criterion is lenient. At a width of 4.4 nm the oxide field right at the interface is 11 MV/cm at the stripe centre, and the lateral field exceeds this within about 0.2 nm of a sharp wall; its peak is about 13 MV/cm for a wall 0.5 nm wide and about 10 MV/cm for a wall 1 nm wide. In the narrow limit the normal field right at the interface tends to P_s/(ε_f + ε_ox) ≈ 6.7 MV/cm on both sides, so a thin layer of the ferroelectric still feels far more than E_c. During writing, the stripe field beneath up domains also adds to the average field. Wide domains at full polarization need trapped charge.

**Comparison with real devices**

The parameters are rough values in the regime of transistors with ferroelectric hafnium oxide. The coercive field of 1 MV/cm is on the low side. Doubling it raises the bound (5) to 3.45 + 5.3 ≈ 8.8 µC/cm², still less than half of P_s. It makes writing harder, however: (6) then gives P = 3.45 − 5.3 ≈ −1.9 µC/cm², so the oxide reaches 10 MV/cm at 45% switching, before the net polarization changes sign. For |P| below 1.9 µC/cm² the field in the ferroelectric cannot reach the coercive value with an intact oxide, so without traps repeated writing switches no equal unit at all, and full switching needs about 21.9 µC/cm² of trapped electrons. At V = 0 the oxide, not depolarization, then limits retention. A very thin oxide may survive more than 10 MV/cm for a short pulse, and the true limit is not fixed here. At 20 MV/cm it balances 6.9 µC/cm², and the bound (5) admits the full polarization only if the oxide tolerates (20 − 2.66)/0.345 ≈ 50 MV/cm. The assumption that real stacks break most clearly is s = 0, since charge trapping is well known in them. Trapped charge of the size found above would lower the oxide field from 66 MV/cm to 10 MV/cm at full switching. Equation (1) fixes the sum P + s for given fields. It does not say how a particular device divides the shortfall between trapping and incomplete switching; that depends on trap density, capture rates, domain structure and pulse length.

Calculated quantities

```
Input polarization P_s: 20.0 uC/cm2
Input ferroelectric thickness: 8.0 nm
Input oxide thickness: 1.0 nm
Input ferroelectric relative permittivity: 30.0
Input oxide relative permittivity: 3.9
Input coercive field: 1.0 MV/cm
Input oxide field limit: 10.0 MV/cm
Oxide field for P_s, no traps, E_f=0: 57.92 MV/cm
Same field: 0.01126 atomic units
Ratio to oxide limit: 5.79
Oxide voltage at that field: 5.79 V
Electron density matching P_s: 1.248e+14 per cm2
Oxide field for full P_s with E_f=E_c: 65.61 MV/cm
At V=0, full P_s, no traps: oxide field: 29.53 MV/cm
At V=0, full P_s, no traps: ferroelectric field: -3.69 MV/cm
Charge balanced by oxide at 10 MV/cm: 3.45 uC/cm2
Charge balanced by oxide at 15 MV/cm: 5.18 uC/cm2
Charge balanced by oxide at 20 MV/cm: 6.91 uC/cm2
Relative permittivity needed for P_s at oxide limit: 22.6
Background displacement e_f*E_c: 2.66 uC/cm2
Net P at oxide limit while switching, formula: 0.80 uC/cm2
Net P at oxide limit while switching, simulation: 0.80 uC/cm2
Up-domain fraction there: 52.0 %
Stack voltage there: 1.80 V
Assumed coercive-field standard deviation: 0.30 MV/cm
Net P with that spread, simulation: 0.76 uC/cm2
Trapped charge magnitude for full P_s at write: 19.20 uC/cm2
Same in electrons: 1.199e+14 per cm2
Largest P retained at V=0 without traps: 5.42 uC/cm2
Trapped charge magnitude to retain P_s at V=0: 14.58 uC/cm2
Same in electrons: 9.101e+13 per cm2
Stripe width 2 nm, mean field magnitudes at centre: oxide 4.89, ferroelectric 0.61 MV/cm
Stripe width 5 nm, mean field magnitudes at centre: oxide 11.24, ferroelectric 1.41 MV/cm
Stripe width 10 nm, mean field magnitudes at centre: oxide 19.02, ferroelectric 2.38 MV/cm
Stripe width 20 nm, mean field magnitudes at centre: oxide 26.49, ferroelectric 3.31 MV/cm
Stripe width where mean ferroelectric field is E_c: 3.38 nm
Mean oxide field at that width: 8.00 MV/cm
Input tunnel barrier: 3.1 eV
Input oxide tunnelling mass: 0.42 electron masses
Input attempt rate: 1.0e+13 per s
WKB exponent at oxide limit: 10.69
WKB transmission at oxide limit: 2.28e-05
WKB exponent at headline field: 4.17
Estimated current at oxide limit: 7.9e+02 A/cm2
Estimated time to supply write trapped charge: 24 ns
Input write pulse: 1000 ns
Input silicon in-plane mass: 0.19 electron masses
Single-subband Fermi energy for P_s: 0.79 eV
Thermal energy at 300 K: 0.0259 eV
```
